# Carrier-Suppressed Single Sideband from Two Null-Biased Mach-Zehnder Modulators

Anyone who budgets an optical frequency shifter or a single-sideband link must decide how hard to drive the modulator. Up to the drive of maximum conversion, a larger drive puts more light in the wanted sideband and also more in the distortion lines. The choice depends on which unwanted lines exist, on which side of the carrier they lie, and how fast they grow. For two null-biased Mach-Zehnder interferometers driven and combined in quadrature, the ideal spectrum has no carrier and no mirror sideband. Its leading spurious line lies at three times the drive frequency on the side opposite to the wanted line. This ordering holds for a limited range of drive and for small enough errors; both limits are derived below.

## The circuit and its conventions

The input field is the real part of $E_0e^{i\omega_0t}$. The drive has angular frequency $\Omega$, and $\theta=\Omega t$. The output is the real part of $A(\theta)e^{i\omega_0t}$, with

$$A(\theta)=E_0\sum_n c_n e^{in\theta}. \tag{1}$$

Line $n$ therefore lies at $\omega_0+n\Omega$, and positive $n$ means the high-frequency side.

A voltage $v$ added to the reverse bias of a phase shifter multiplies the light in that arm by $h(v)$, with $h(0)=1$. The loss and phase at the bias point are common to all arms and are left out. An ideal arm changes phase alone:

$$h(v)=e^{-i\phi},\qquad \phi=sv,\qquad s=\frac{\pi}{V_\pi}. \tag{2}$$

Here $V_\pi$ is the voltage that gives one arm a phase of $\pi$. The minus sign is a delay: more reverse bias removes carriers and raises the index.

Each interferometer is driven push-pull, $+v$ on one arm and $-v$ on the other. Null bias means a static phase of $\pi$ between the arms, so the fields subtract. A lossless 50/50 coupler contributes $1/\sqrt2$ to each path on splitting and again on combining, so one interferometer transmits

$$g(v)=\tfrac12\left[h(v)-h(-v)\right]. \tag{3}$$

For the ideal arm this is $g=\tfrac12(e^{-i\phi}-e^{i\phi})=-i\sin\phi$.

The two interferometers, I and Q, receive $V\cos\theta$ and $V\sin\theta$. The outer pair of couplers contributes another factor $\tfrac12$, and Q is given an optical phase of $90^\circ$, a factor $i$:

$$\frac{A}{E_0}=\tfrac12\left[g(V\cos\theta)+i\,g(V\sin\theta)\right]. \tag{4}$$

## Which lines can exist

By its construction (3), $g(-v)=-g(v)$. Advance the drive by a quarter period. Then $\cos\theta$ becomes $-\sin\theta$ and $\sin\theta$ becomes $\cos\theta$, so

$$\frac{A(\theta+\pi/2)}{E_0}=\tfrac12\left[-g(V\sin\theta)+i\,g(V\cos\theta)\right]=i\,\frac{A(\theta)}{E_0}. \tag{5}$$

The last equality follows on multiplying (4) by $i$. In the series (1), the same advance multiplies $c_n$ by $e^{in\pi/2}=i^n$. Equating coefficients gives

$$c_n\,(i^n-i)=0. \tag{6}$$

A line can be present only if $i^n=i$, that is, for $n=\ldots,-7,-3,1,5,\ldots$ The carrier ($n=0$), the image ($n=-1$), every even line and the line at $+3$ are absent.

This argument used the oddness of $g$, not the form of $h$. The rule therefore survives a nonlinear phase response and voltage-dependent absorption, provided that all arms are alike, the two drives are sinusoids of equal amplitude, and the biases and quadratures are correct.

The side of the third-order line has a simple reading. The Q drive lags the I drive by $90^\circ$. Their third harmonics differ by three times as much, a lag of $270^\circ$, which is a lead of $90^\circ$. A reversed quadrature selects the other side.

Push-pull drive is essential. If one arm alone is driven, $g=\tfrac12[h(v)-1]$ is not odd. The cycle average of $h$ is $J_0(m)$ with $m=sV$, so the carrier is $|c_0|=\tfrac14|1+i|(1-J_0)=\tfrac{\sqrt2}{4}(1-J_0)$, which is not zero at null bias. Bias offsets add only a constant and can remove this carrier, but they leave lines $\pm2$, with $|c_{\pm2}/c_1|=J_2/(\sqrt2J_1)$. For the drive of the example below this is $-15.2$ dB, far above line $-3$.

Changing the optical phase from $+90^\circ$ to $-90^\circ$ replaces $i$ by $-i$ in (4). Because $g$ is odd, the result equals $A(-\theta)$, so the spectrum is mirrored: $-1$ becomes the wanted line and $+3$ the leading spurious one.

## The amplitudes

For the ideal arm, with modulation index

$$m=sV=\frac{\pi V}{V_\pi}, \tag{7}$$

start from the Bessel generating function $e^{im\sin\theta}=\sum_nJ_n(m)e^{in\theta}$. Its imaginary part is $\sum_nJ_n\sin n\theta$. Since $J_{-n}=(-1)^nJ_n$, the terms $n$ and $-n$ cancel for even $n$ and add for odd $n$:

$$\sin(m\sin\theta)=2\sum_{n=1,3,5,\ldots}J_n(m)\sin n\theta. \tag{8}$$

Replace $\theta$ by $\theta+\pi/2$. For odd $n$, $\cos(n\pi/2)=0$ and $\sin(n\pi/2)=(-1)^{(n-1)/2}$, hence

$$\sin(m\cos\theta)=2\sum_{n=1,3,5,\ldots}(-1)^{(n-1)/2}J_n(m)\cos n\theta. \tag{9}$$

Insert both in (4), where $g=-i\sin\phi$. The factor 2 cancels the $\tfrac12$. For $n=1,5,\ldots$ the sign in (9) is $+1$ and the bracket is $J_n(\cos n\theta+i\sin n\theta)=J_ne^{in\theta}$. For $n=3,7,\ldots$ the sign is $-1$ and the bracket is $J_n(-\cos n\theta+i\sin n\theta)=-J_ne^{-in\theta}$. Therefore

$$\frac{A}{E_0}=-i\left[J_1(m)e^{i\theta}-J_3(m)e^{-3i\theta}+J_5(m)e^{5i\theta}-\cdots\right]. \tag{10}$$

The total output power follows from (4) without the series. The I and Q terms are $90^\circ$ apart, so their powers add, and their cycle averages are equal:

$$\frac{\langle|A|^2\rangle}{E_0^2}=\tfrac12\langle\sin^2(m\cos\theta)\rangle=\tfrac14\left[1-J_0(2m)\right]. \tag{11}$$

With lossless couplers, the rest of the light leaves by their unused ports.

## When line −3 is the leading spurious line

The identity $J_n-J_{n+2}=2J'_{n+1}$ orders the amplitudes. Each $J_\nu$ with $\nu\ge1$ rises from zero, so $J_n>J_{n+2}$ until the first maximum of $J_{n+1}$. At a stationary point, Bessel's equation reduces to $m^2J_\nu''=(\nu^2-m^2)J_\nu$. A maximum of positive $J_\nu$ needs $J_\nu''\le0$, hence $m\ge\nu$.

For $n\ge3$ the first maximum of $J_{n+1}$ thus lies at $m\ge4$. The first maximum of $J_2$ is at $m=3.054$, and it sets the limit. Below it, $J_1>J_3>J_5>\cdots>0$:

$$0<m<3.054:\quad\text{line }+1\text{ is strongest and line }-3\text{ is second.} \tag{12}$$

Just above this limit, line $-3$ overtakes the wanted line.

For weak drive, $J_1=\frac m2(1-\frac{m^2}{8}+\cdots)$ and $J_3=\frac{m^3}{48}(1-\frac{m^2}{16}+\cdots)$, so

$$\left|\frac{c_{-3}}{c_1}\right|=\frac{J_3}{J_1}=\frac{m^2}{24}\left(1+\frac{m^2}{16}+\cdots\right). \tag{13}$$

The wanted power grows as $V^2$ and the spurious power as $V^6$. Halving a weak drive costs 6 dB of signal and improves the power ratio of the two lines by 12 dB.

The opposite choice is maximum conversion, at $J_1'=0$ or $m=1.841$. The wanted line is then 4.70 dB below the input, but line $-3$ is only 14.9 dB below the wanted line.

## A silicon example

Take a depletion-mode modulator at 1550 nm with $V_\pi L=2$ V cm and $L=0.4$ cm, so $V_\pi=2/0.4=5$ V. The drive amplitude is 1.5 V per arm at 10 GHz. Equation (7) gives $m=\pi(1.5)/5=0.942$, well inside the range (12).

With $J_1=0.4208$, the wanted power is $0.4208^2=0.177$ of the input, or $-7.52$ dB. With $J_3=0.01649$, the spurious ratio is $0.01649/0.4208=0.0392$, or $-28.1$ dB. The leading term of (13) gives $-28.6$ dB. For this ideal arm, line $+5$ is at $-67$ dB relative to the wanted line.

The wanted line lies at 193.4245 THz (1549.92 nm) and line $-3$ at 193.3845 THz (1550.24 nm). They are 40 GHz apart, four times the drive frequency, which is the spacing a filter can use.

At the same $V_\pi$, maximum conversion needs $V=1.841(5)/\pi=2.93$ V. This gains 2.8 dB of signal and worsens the spurious ratio by 13.2 dB. It also exceeds the 2 V reverse bias of the example, so the junction would be driven into forward bias.

## A nonlinear, absorbing arm

Carrier depletion does not give a phase linear in voltage. For an abrupt junction the depletion width varies as the square root of the total potential. Let $U$ be the built-in potential plus the reverse bias. Taking phase and absorption change both proportional to the change of width,

$$h=e^{p\phi},\quad p=\kappa-i,\quad \phi=2s\sqrt U\left(\sqrt{U+v}-\sqrt U\right), \tag{14}$$

where $s$ is now the slope of the phase at the bias point and $\kappa$ is the gain in log amplitude per radian as absorbing carriers are removed. Expanding the root,

$$\phi=s\left(v-\frac{v^2}{4U}+\frac{v^3}{8U^2}-\cdots\right). \tag{15}$$

Equation (3) keeps the odd part of $h=1+p\phi+\frac12p^2\phi^2+\frac16p^3\phi^3+\cdots$. The cubic term of $\phi^2$ is $-s^2v^3/(2U)$ and that of $\phi^3$ is $s^3v^3$. Thus $g=g_1v+g_3v^3+\cdots$ with $g_1=ps$ and

$$\frac{g_3}{g_1}=\frac1{8U^2}-\frac{ps}{4U}+\frac{p^2s^2}{6}. \tag{16}$$

In (4), use $\cos^3\theta=\frac14(3\cos\theta+\cos3\theta)$ and $\sin^3\theta=\frac14(3\sin\theta-\sin3\theta)$. Then $\cos^3\theta+i\sin^3\theta=\frac34e^{i\theta}+\frac14e^{-3i\theta}$, and to leading order

$$\frac{c_{-3}}{c_1}=\frac{g_3V^2}{4g_1}. \tag{17}$$

For $U\to\infty$ and $\kappa=0$ this returns $-m^2/24$, in agreement with (10) and (13).

In the example $U=0.9+2.0=2.9$ V, $s=0.628$ rad/V and $\kappa=0.05$. The 5 V of the example is here the small-signal value $\pi/s$; under (14) an added reverse voltage of 7.2 V is needed for a phase of $\pi$. That value is formal: the total of 9.2 V lies at or near avalanche breakdown of the junction described below, estimated at roughly 8 to 12 V. The distinction matters when a measured $V_\pi$ is used: if 5 V were the voltage that gives a phase of $\pi$, $s$ would be 0.833 rad/V and line $-3$ would be at $-21.8$ dB for the same drive. The numbers below use $s=0.628$ rad/V. Equation (16) gives $|g_3/g_1|=0.0716\ \mathrm{V^{-2}}$, and (17) gives $0.0716(1.5^2)/4=0.0403$, or $-27.9$ dB. The full arm law (14) gives $-26.7$ dB, which is 1.4 dB worse than the ideal arm. The cubic estimates alone change from $-28.6$ dB for the ideal arm to $-27.9$ dB, about half of this; the rest is of higher order in $V$, which is not small beside $U$.

## Quadrature and drive errors

Return to the ideal arm. Let the optical quadrature be wrong by $\psi$ and the electrical one by $\chi$, so that the Q term becomes $ie^{i\psi}\sin[m\sin(\theta+\chi)]$. Its first-order part is $e^{i\psi}J_1[e^{i(\theta+\chi)}-e^{-i(\theta+\chi)}]$, while that of I is $J_1(e^{i\theta}+e^{-i\theta})$. Adding them with the prefactor $-i/2$ gives

$$|c_1|=J_1\left|\cos\frac{\psi+\chi}{2}\right|,\qquad |c_{-1}|=J_1\left|\sin\frac{\psi-\chi}{2}\right|. \tag{18}$$

Equal errors leave no image, because the two wrong phases cancel on that side. They do not cancel at third order: line $+3$ appears with $|c_3|=J_3|\sin[(\psi+3\chi)/2]|$, which is $-43$ dB relative to the wanted line for $\psi=\chi=5^\circ$ in the example.

For an optical error alone, the third-order parts of I and Q add on the $-3$ side to $|c_{-3}|=\frac12J_3|1+e^{i\psi}|=J_3\cos(\psi/2)$. The image reaches this level when

$$\tan\frac\psi2=\frac{J_3}{J_1}. \tag{19}$$

In the example this is $\psi=4.5^\circ$. A weaker drive tightens the requirement, since the right side falls as $m^2$.

Unequal drives leave an image $|c_{-1}|=\frac12|J_1(m_I)-J_1(m_Q)|$. With the Q drive 5 % low, the image is 34.0 dB below the wanted line, still under line $-3$.

## Bias error and finite extinction

Suppose that one interferometer has arm phases $\mp(\phi+\delta)$. Then $\sin\phi$ becomes $\cos\delta\sin\phi+\sin\delta\cos\phi$. The average of $\cos\phi$ over a cycle is $J_0$, so $|c_0|=\frac12J_0\sin\delta$. Line $-3$ has a share $\cos\delta$ from this interferometer and 1 from the other, so $|c_{-3}|=\frac12J_3(1+\cos\delta)$. They are equal when

$$\tan\frac\delta2=\frac{J_3}{J_0}. \tag{20}$$

Here $J_3/J_0=0.01649/0.7900=0.0209$ and $\delta=2.4^\circ$. The arms then differ by $2\delta=0.084$ rad. With a thermo-optic coefficient of roughly $1.8\times10^{-4}\ \mathrm{K^{-1}}$ over 4 mm, a temperature difference of 29 mK between them is enough.

Unequal arm amplitudes $1\pm\varepsilon$ also spoil the null. The maximum and minimum field transmissions are 1 and $\varepsilon$, so the extinction ratio is $1/\varepsilon^2$. Let both interferometers have the same $\varepsilon$, and write $h=h_e+h_o$ for the even and odd parts. Then

$$g=\tfrac12\left[(1+\varepsilon)e^{-i\delta}h(v)-(1-\varepsilon)e^{i\delta}h(-v)\right]=b\,h_e+a\,h_o, \tag{21}$$

$$b=\varepsilon\cos\delta-i\sin\delta,\qquad a=\cos\delta-i\varepsilon\sin\delta. \tag{22}$$

The odd part averages to zero over a cycle, and the average of $h_e$ is the same for both drives. Hence

$$c_0=\tfrac12\langle h_e\rangle(b_I+ib_Q). \tag{23}$$

With no bias offset, $b_I=b_Q=\varepsilon$, and for the ideal arm $|c_0|=J_0\varepsilon/\sqrt2$. An extinction of 25 dB means $\varepsilon=0.056$, which puts the carrier at $-22.5$ dB relative to the wanted line. **The carrier, not line −3, is then the leading spurious line.**

The biases can remove it. Choose $\delta_I=\delta$, $\delta_Q=-\delta$ and

$$\tan\delta=\varepsilon. \tag{24}$$

Since $\varepsilon\cos\delta=\sin\delta$, (22) gives $b_I=(1-i)\sin\delta$ and $ib_Q=i(1+i)\sin\delta=-(1-i)\sin\delta$. The sum in (23) vanishes whatever the arm law. The offset here is $3.2^\circ$. It exceeds the limit from (20) without harm, because that limit assumed perfect extinction and here the offset cancels an existing carrier.

Some light remains elsewhere. For the ideal arm, $h_e=\cos\phi$, and the real part of the generating function gives

$$\cos(m\cos\theta)-\cos(m\sin\theta)=-4J_2\cos2\theta-4J_6\cos6\theta-\cdots. \tag{25}$$

Multiplying by $\frac12(1-i)\sin\delta$ gives $|c_{\pm2}|=\sqrt2J_2\sin\delta$. The odd parts now carry the unequal factors $a_I$ and $a_Q$, whose difference is $-2i\varepsilon\sin\delta$, so $|c_{-1}|=J_1\varepsilon\sin\delta$. In the example lines $\pm2$ are at $-34.2$ dB and the image at $-50$ dB relative to the wanted line.

With the depletion law (14) and the same trim, line $-3$ is at $-26.7$ dB and line $+2$ at $-33.7$ dB. Line $-3$ leads again at this drive. It does not at every drive: lines $\pm2$ grow as $m^2$ and line $-3$ as $m^3$. For the ideal arm the trimmed $|c_{-3}|=J_3\cos\delta$ exceeds $|c_{\pm2}|$ only if $J_3/J_2>\sqrt2\,\varepsilon$, roughly $m>6\sqrt2\,\varepsilon$. This means $m>0.475$ at 25 dB extinction, or an extinction above 18.9 dB at the drive of the example.

## The model beside a real modulator

The parameters are rough values in the regime of silicon depletion modulators, not data for one device. Matched arms held at the null are a delicate assumption: the numbers above call for active bias control, without which the carrier can lead. Microwave loss and velocity mismatch also matter. At a distance $z$ along the electrode the drive has the relative complex amplitude $e^{-qz/L}$, with $q=\alpha L+i\Omega\,\Delta n\,L/c$, where $\alpha$ is the amplitude attenuation and $\Delta n$ the index mismatch. For a linear phase response the phases add along the electrode, so $m$ is multiplied by the magnitude of the average of this amplitude, $|(1-e^{-q})/q|$. With 5 dB/cm and $\Delta n=0.3$, $q=0.230+0.252i$ and $m$ falls from 0.942 to 0.840; the wanted line drops to $-8.3$ dB relative to the input, and line $-3$ to $-30.2$ dB relative to the wanted line. With the depletion law (14) applied locally along the electrode, line $-3$ is at $-29.1$ dB instead. A waveguide loss of 12 dB/cm takes a further 4.8 dB from every line, so about $-13$ dB remains before fibre coupling and coupler losses.

The junction keeps at least 0.5 V of reverse bias throughout the swing. For $3\times10^{17}\ \mathrm{cm^{-3}}$ on each side the peak field is 0.45 MV/cm at the largest reverse voltage of the swing, 3.5 V. The estimated ionization integral is 0.2, against 1 at breakdown, so avalanche does not limit this drive. Distortion in the electrical driver and the drive voltage lost in the series resistance of the junction are not included. The numerical output lists the remaining input values and line levels.

## Computed values

```
INPUTS (rough typical values)
carrier wavelength: 1550.0 nm
drive frequency: 10.0 GHz
Vpi times length: 2.0 V cm
phase shifter length: 0.4 cm
reverse bias: 2.0 V
built-in potential: 0.9 V
drive amplitude per arm: 1.5 V
log amplitude per radian, kappa: 0.05
extinction ratio: 25 dB
doping on each side: 3.0e+17 cm^-3
microwave loss: 5.0 dB/cm
microwave-optical index mismatch: 0.3
doped waveguide loss: 12.0 dB/cm
thermo-optic coefficient: 1.8e-04 1/K
IDEAL MODULATOR
single-arm Vpi: 5.00 V
modulation index m: 0.9425 rad
J0(m): 0.789962
J1(m): 0.420817
J2(m): 0.103039
J3(m): 0.016494
J5(m): 0.000187
line +1 relative to input: -7.52 dB
line -3 relative to line +1: -28.14 dB
line +5 relative to line +1: -67.06 dB
weak-drive estimate m^2/24 of line -3: -28.63 dB
line +0: 193.4145 THz = 1550.000 nm
line +1: 193.4245 THz = 1549.920 nm
line -3: 193.3845 THz = 1550.240 nm
largest m with line +1 strongest: 3.0542 rad
m of best conversion: 1.8412 rad
line +1 there, relative to input: -4.70 dB
line -3 there, relative to line +1: -14.90 dB
LIMITS FOR LINE -3 TO LEAD
optical quadrature error: 4.49 deg
bias error delta of one interferometer: 2.39 deg
arm temperature difference giving it: 28.6 mK
NEGLECTED EFFECTS (levels relative to line +1)
depletion arm, line -3: -26.71 dB
finite extinction, carrier untrimmed: -22.54 dB
bias trim, plus and minus: 3.22 deg
trimmed, lines +2 and -2: -34.21 dB
trimmed, line -1: -50.00 dB
depletion arm trimmed, line -3: -26.71 dB
depletion arm trimmed, line +2: -33.67 dB
Q drive 5 % low, line -1: -33.97 dB
m after microwave loss and walk-off: 0.8396 rad
line +1 then, relative to input: -8.32 dB
line -3 then: -30.25 dB
static waveguide loss: 4.8 dB
smallest reverse voltage in swing: 0.5 V
peak junction field: 0.452 MV/cm
ionization integral (breakdown at 1): 0.205
```
